Lifshitz free energy from the scattering round-trip operator

**1. Two thin sheets and one wave**

Take two thin polarizable sheets at z = 0 and z = d, with vacuum elsewhere. Consider one electric field component, parallel to the sheets and perpendicular to the lateral wave vector k. Fields vary in time as exp(−iωt), and I set ω = iξ with ξ > 0. With q = ξ/c, the wave equation is

[−∂z² + κ² + v₁δ(z) + v₂δ(z−d)] E = 0,  κ = √(k² + q²).

The strength vᵢ ≥ 0 is q² times the sheet's susceptibility integrated over its thickness. Without sheets, the response to a unit source at z′ is

g(z,z′) = exp(−κ|z−z′|)/(2κ),

because it solves the vacuum equation on either side and −∂z g jumps by 1 at z′. The sheets act as sources −vᵢE, so

E(z) = −g(z,0)v₁E(0) − g(z,d)v₂E(d).

Writing this at z = 0 and z = d gives two homogeneous equations. With aᵢ = vᵢ/(2κ), their determinant is

D = (1+a₁)(1+a₂) − a₁a₂exp(−2κd).

A zero of D, continued to real frequency, marks a field that exists without an external source: a normal mode.

Now take one sheet and an incident wave of unit amplitude at the sheet. The total field there obeys E = 1 − aE, so E = 1/(1+a). The scattered amplitude is

r = −aE = −a/(1+a).

Dividing D by the two one-sheet factors gives

D/[(1+a₁)(1+a₂)] = 1 − r₁r₂exp(−2κd).

The last term describes one round trip: cross the gap, reflect, cross back, reflect. Two limits agree with expectation. For d → ∞ the ratio tends to 1. For d → 0, D becomes 1 + a₁ + a₂, the determinant of a single sheet of strength v₁+v₂.

What remains is to find why the logarithm of this ratio is a free energy, and what replaces the sheets when the bodies are thick and the field is a vector.

**2. Thermal weight of one mode**

An oscillator of frequency ω in equilibrium at temperature T has Z = 1/[2 sinh(ħω/2kT)], where k beside T is Boltzmann's constant. Hence

F = kT ln[2 sinh(ħω/2kT)].

Use sinh y = y Π_{n≥1}(1 + y²/π²n²) with y = ħω/2kT, and define the Matsubara frequencies

ξₙ = 2πnkT/ħ.

Then y/(πn) = ω/ξₙ, and

F = kT [ln(ħω/kT) + Σ_{n≥1} ln(1 + ω²/ξₙ²)].

Since ln ω = ½ ln ω², the first logarithm is half of what the summand ln(ω²+ξₙ²) gives at n = 0. Therefore

F = kT Σ′_{n≥0} ln(ω² + ξₙ²) + terms independent of ω,

where the prime gives n = 0 the weight ½. The omitted terms are infinite, but they cancel between two systems with equal numbers of modes.

Compare frequencies ω and ω₀. At high temperature the n = 0 term leaves the classical result kT ln(ω/ω₀). At low temperature the spacing 2πkT/ħ shrinks and kT Σ′ becomes (ħ/2π)∫₀^∞dξ. Since

∫₀^∞ dξ ln[(ω²+ξ²)/(ω₀²+ξ²)] = π(ω−ω₀),

the difference is ħ(ω−ω₀)/2, the zero-point energy.

**3. All modes of field and matter**

Each body is isotropic, non-magnetic and local. I model it by oscillators of frequencies ωⱼ > 0, coupled linearly to the field with strengths fⱼ(z) ≥ 0 that vanish outside the bodies:

∇×∇×E = (ω²/c²)(E + Σⱼ Pⱼ/ε₀),
(ωⱼ² − ω²)Pⱼ = ε₀fⱼE.

The permittivity at imaginary frequency is real and at least 1:

ε(iξ,z) = 1 + Σⱼ fⱼ(z)/(ωⱼ² + ξ²).

A dense set of ωⱼ describes absorption, while the complete system still has real modes. To see this, put Pⱼ/ε₀ = (√fⱼ/ωⱼ)Qⱼ. The oscillator equation says ω²Pⱼ/ε₀ = ωⱼ²Pⱼ/ε₀ − fⱼE. Inserting this in the field equation gives

ω²E = (c²∇×∇× + Σⱼfⱼ)E − Σⱼ ωⱼ√fⱼ Qⱼ,
ω²Qⱼ = ωⱼ²Qⱼ − ωⱼ√fⱼ E.

In a large box at finite resolution, the right side is a real symmetric matrix M acting on (E,Qⱼ). Its quadratic form is the integral of c²|∇×E|² + Σⱼ|√fⱼE − ωⱼQⱼ|², which is not negative. Its eigenvalues are thus squared frequencies ωₘ² ≥ 0.

Summing section 2 over modes requires Πₘ(ωₘ²+ξ²) = det(M+ξ²). Eliminating the Qⱼ block leaves factors (ωⱼ²+ξ²), which do not depend on d, times the determinant of

c²∇×∇× + ξ² + Σⱼ[fⱼ − ωⱼ²fⱼ/(ωⱼ²+ξ²)].

The bracket equals ξ²fⱼ/(ωⱼ²+ξ²), so the operator is c²[∇×∇× + q²ε(iξ,z)].

M also has zero eigenvalues: static gradient fields with Qⱼ = √fⱼE/ωⱼ. These belong to the constraint of Gauss's law and are not oscillators. Their number is that of the gradient fields, whatever d is, and each contributes a factor ξ² that cancels in ratios. The n = 0 term is therefore the limit ξ → 0 of the ratio. Up to terms independent of d,

F = kT Σ′ₙ ln det[∇×∇× + qₙ²ε(iξₙ,z)],  qₙ = ξₙ/c.

**4. Splitting off the single bodies**

Let body 1 fill z ≤ 0 and body 2 fill z ≥ d. They are slabs whose thickness is finally taken to infinity. Define

G₀ = (∇×∇× + q²)⁻¹,
Vᵢ = q²(εᵢ−1) inside body i and zero elsewhere,
Tᵢ = Vᵢ(1+G₀Vᵢ)⁻¹.

Removing the vacuum determinant leaves det(1+G₀V₁+G₀V₂). Write

1+G₀V₁+G₀V₂ = (1+G₀V₁)(1+G₀V₂) − G₀V₁G₀V₂.

Take (1+G₀V₁) out on the left and (1+G₀V₂) out on the right. Since G₀Vᵢ commutes with (1+G₀Vᵢ)⁻¹, the remainder contains (1+G₀V₁)⁻¹G₀V₁ = G₀T₁ and G₀V₂(1+G₀V₂)⁻¹ = G₀T₂. Thus

1+G₀V₁+G₀V₂ = (1+G₀V₁)(1 − G₀T₁G₀T₂)(1+G₀V₂).

The outer determinants each know one body, and moving that body does not change them. The middle one tends to 1 at large d, because G₀ between the bodies decays. The interaction free energy, zero at infinite separation, is

F = kT Σ′ₙ ln det(1 − G₀T₁G₀T₂).

For the sheets, Tᵢ = vᵢ/(1+aᵢ), and section 1 returns. For dilute bodies Tᵢ ≈ Vᵢ, and the logarithm becomes −Tr(G₀V₁G₀V₂), a sum over pairs of volume elements.

The meaning of Tᵢ follows from one body in an incident field: E = E_in − G₀VᵢE. Hence VᵢE = TᵢE_in, and the scattered field is −G₀TᵢE_in. The two minus signs of a round trip cancel.

**5. The vector field in the gap**

Let g be the inverse of −∇²+q². Then

G₀ = (1 − ∇∇/q²)g.

To verify it, note that ∇×∇× annihilates gradients and otherwise equals ∇∇ − ∇². Applying ∇×∇×+q² gives ∇∇g − ∇²g + q²g − ∇∇g = (−∇²+q²)g, the unit operator. With lateral position x,

g = ∫d²k/(2π)² exp[ik·(x−x′)] exp(−κ|z−z′|)/(2κ).

For z > z′ the gradient acts as K₊ = (ik, −κ), and for z < z′ as K₋ = (ik, +κ). In both cases K·K = −k²+κ² = q², where the product involves no complex conjugation. Define

e_TE = ẑ×k̂,  e_TM = e_TE×K/q.

With this product, e_TE, e_TM and K/q are mutually orthogonal and have unit square. Hence

1 − KKᵀ/q² = e_TE e_TEᵀ + e_TM e_TMᵀ.

Two polarizations cross the gap for each k. With k along x, e_TE = ŷ and

e_TM⁺ = (−κ, 0, −ik)/q,  e_TM⁻ = (κ, 0, −ik)/q.

The superscript + marks waves exp(−κz) that leave body 1, and − marks waves exp(κz) that leave body 2. The 1/q in e_TM is harmless if ξ → 0 is taken after the reflection amplitude is formed.

**6. The determinant becomes a product**

Each Tᵢ begins and ends inside body i. Let Πᵢ project onto that body. By det(1−XY) = det(1−YX),

det(1−G₀T₁G₀T₂) = det(1 − Π₂G₀Π₁ T₁ Π₁G₀Π₂ T₂).

Each G₀ now joins different bodies, so section 5 applies. Translation symmetry along the surfaces conserves k. For fixed k, each projected G₀ is a sum over two polarizations of an outgoing wave times a number obtained from its source. The same identity reduces the determinant to a 2×2 one. Its reflection matrix for body 1 is

(R₁)ₚₚ′ = −(1/2κ)∫dz dz′ exp(κz) (eₚ⁺)ᵀT₁(z,z′)eₚ′⁻ exp(κz′).

Here p′ is the incident and p the reflected polarization. For body 2, exchange + and − and replace exp(κz) by exp[−κ(z−d)], which refers its amplitudes to its own surface. This shift extracts exp(−κd) from each crossing.

Reflection in the plane containing k and ẑ reverses e_TE and preserves e_TM. Isotropic bodies respect this symmetry, so R₁ and R₂ are diagonal:

det = Π_{p=TE,TM}[1 − r₁ᵖr₂ᵖexp(−2κd)].

Without that symmetry the 2×2 determinant of 1 − R₁R₂exp(−2κd) must be kept.

**7. Reflection from a half-space**

Drop the body index on ε and let κ_b = √(k²+εq²) be the decay constant inside body 1. Then V = q²(ε−1) = κ_b²−κ². By section 4, T acting on the incident wave is V times the true field in the body.

For TE that field is t exp(κ_b z). The reflection integral is

r_TE = −(1/2κ)(κ_b²−κ²)t ∫₋∞⁰dz exp[(κ+κ_b)z]
     = −t(κ_b−κ)/(2κ).

Continuity of the tangential field requires t = 1+r_TE. Multiplying by 2κ and collecting r_TE gives

r_TE(κ+κ_b) = κ−κ_b,  so  r_TE = (κ−κ_b)/(κ+κ_b).

For TM, zero divergence inside the body makes the field s(κ_b, 0, −ik)exp(κ_b z). Its product with e_TM⁺ is −s(κκ_b+k²)/q. The same integral gives

r_TM = s(κκ_b+k²)(κ_b−κ)/(2κq).

Continuity of E_x reads κ(1−r_TM)/q = sκ_b. Substituting s gives r_TM = (1−r_TM)B, with

B = (κκ_b+k²)(κ_b−κ)/(2q²κ_b).

Expand the numerator:

(κκ_b+k²)(κ_b−κ) = κ(κ_b²−k²) − κ_b(κ²−k²) = q²(εκ−κ_b).

Thus B = (εκ−κ_b)/(2κ_b). Since r_TM = B/(1+B),

r_TM = (εκ−κ_b)/(εκ+κ_b).

With the chosen vectors this is a ratio of magnetic amplitudes: K×e_TM = q e_TE for both directions of travel. Body 2 is a mirror image. The mirror changes the sign of both TM vectors, so the formulas hold with its own ε.

Both amplitudes vanish for ε = 1. For ξ → 0 at finite ε, κ_b → κ → k, leaving r_TE = 0 and r_TM = (ε−1)/(ε+1), the electrostatic image factor.

**8. The free energy and its limits**

For a large area A, the sum over lateral waves is A∫d²k/(2π)². The result is

F/A = kT Σ′_{n≥0} ∫d²k/(2π)² Σ_{p=TE,TM} ln[1 − r₁ᵖr₂ᵖexp(−2κₙd)],

with κₙ = √(k²+ξₙ²/c²) and amplitudes evaluated at iξₙ.

*Sign.* For ε > 1 and ξ > 0, both r_TE are negative. Both r_TM are positive because ε²κ²−κ_b² = (ε²−1)k² + (ε²−ε)q² > 0. Every product is positive, so F is negative. Differentiation gives the pressure

P = −∂(F/A)/∂d
  = −2kT Σ′ₙ∫d²k/(2π)² κₙ Σₚ r₁ᵖr₂ᵖe^(−2κₙd)/[1−r₁ᵖr₂ᵖe^(−2κₙd)].

It is negative, which means attraction.

*Static term.* At n = 0 only TM contributes. Set ρ = r₁r₂ at zero frequency and use ln(1−y) = −Σₘyᵐ/m. Since ∫₀^∞k exp(−2mkd)dk = 1/(4m²d²),

F₀/A = (kT/2)(1/2π)[−Σₘρᵐ/(4m³d²)] = −kT Li₃(ρ)/(16πd²),

where Li₃(ρ) = Σₘρᵐ/m³. Relative to F₀, terms with n ≥ 1 carry at least the factor exp(−2ξ₁d/c), times a prefactor that grows with d, so F₀ dominates when d ≫ c/(2ξ₁). At 300 K this length is 0.61 μm. For the dielectrics of section 10 the terms with n ≥ 1 are still twice F₀ at that distance, and 5% of F₀ at five times that distance.

*Ideal mirrors at T = 0.* Put r₁r₂ = 1 for both polarizations and replace kTΣ′ by (ħc/2π)∫dq. With q = κcosθ and k = κsinθ, the measure k dk dq is κ²sinθ dκ dθ, and the angle integrates to 1. Therefore

F/A = (ħc/2π²)∫₀^∞κ² ln(1−e^(−2κd))dκ
    = −(ħc/2π²)Σₘ(1/m)·2/(2md)³
    = −(ħc/8π²d³)(π⁴/90) = −π²ħc/(720d³).

*Metals.* The static limit above assumed finite ε(0). What matters for TE is the limit of q²ε. If ε grows as 1/ξ, q²ε → 0 and the static r_TE vanishes. If ε grows as 1/ξ², q²ε stays finite and r_TE does not vanish. The round-trip formula does not choose between these material models. Both are limits of the model in section 3, where a finite set of ωⱼ > 0 always gives finite ε(0): growth as 1/ξ needs frequencies ωⱼ dense down to zero, and growth as 1/ξ² needs strength at ωⱼ = 0.

*Other conditions.* The two bodies and the field share one temperature. The surfaces are flat, and the response at a point depends on the field at that point. For insulators the last assumption fails when the gap approaches atomic distances. With mobile carriers it can fail much earlier, at the screening length. In silicon with 10¹⁶ carriers per cm³ at 300 K the Debye length is 41 nm, and between two such bodies at d = 100 nm the screened static term is about 11% smaller than a local conductor (ρ = 1) would give.

**9. A check that counts modes**

The numerical check diagonalizes M on a grid at fixed k, sums the thermal free energies of the modes, subtracts the two one-body sums and adds back the vacuum sum. It does this for grid spacings 0.1 and 0.05 and extrapolates to remove the error proportional to the spacing squared. No reflection amplitude enters that side. In units ħ = c = k_B = 1, the bodies have ε₁ = 1 + 2/(1+ξ²) and ε₂ = 1 + 4/(1+ξ²/2.25). On the grid they are slabs of thickness 6 closed by walls with zero tangential field, which shifts the TM value by about 3×10⁻⁸ from that of half-spaces and the TE value by less. With k = 1, d = 0.8 and T = 0.1, the interaction free energies are:

TE: modes −0.0004393, formula −0.0004393
TM: modes −0.0068560, formula −0.0068561

The tests require agreement within one part in a thousand. The grid T operators also reproduce the signs and values of r₁ in section 7.

**10. Two model dielectrics at 100 nm**

Each body has one resonance: ε₁(0) = 3 at 10 eV and ε₂(0) = 5 at 6 eV. These are round model values. At T = 300 K, kT = 0.025852 eV and

ħξ₁ = 2π × 0.025852 eV = 0.1624 eV.

This is far below both resonances, so ε₁ = 2.9995 and ε₂ = 4.9971 remain nearly static.

Follow the wave k = 1/d at n = 1. Here qd = 0.08232 and κd = √(1+0.08232²) = 1.00338. The TM amplitudes are 0.49742 and 0.66280, so the round trip is

0.49742 × 0.66280 × exp(−2×1.00338) = 0.04432,

and its logarithm ln(1−0.04432) is −0.04533. For TE the amplitudes are −0.003342 and −0.006637, and the round trip is 2.98×10⁻⁶. TE is weak here because q ≪ k makes κ_b nearly equal to κ.

The static amplitudes are 1/2 and 2/3, so ρ = 1/3 and Li₃(ρ) = 0.34883. The static term is

F₀/A = −0.025852 eV × 0.34883/[16π(100 nm)²] = −2.874 nJ/m².

The n = 1 term is −0.0339 (TE) − 5.3625 (TM) = −5.3964 nJ/m². Its TM part is nearly twice the static term, chiefly because n = 0 carries half weight. Summing all n gives

F/A = −5.264 (TE) − 45.266 (TM) = −50.53 nJ/m²,

or −3.154×10⁻⁷ eV/nm². The pressure is −1.474 Pa.

With distance, the balance changes:

d = 10 nm: F/A = −2.300×10⁻⁵ J/m²; TE 3.1%, n = 0 1.2%
d = 100 nm: −5.053×10⁻⁸ J/m²; TE 10.4%, n = 0 5.7%
d = 1 μm: −5.664×10⁻¹¹ J/m²; TE 9.6%, n = 0 50.7%
d = 10 μm: −2.874×10⁻¹³ J/m²; TE 0.0%, n = 0 100.0%

At 10 μm, ξ₁d/c is 100 times its value at 100 nm, or 8.23. The factor exp(−2×8.23) ≈ 7×10⁻⁸ suppresses every term with n ≥ 1; with a prefactor of about 20, these terms add up to 1.5×10⁻⁶ of the static term. TE disappears with them, since its static amplitude is zero. What remains is the classical TM term: its value is 10⁻⁴ times the static term at 100 nm, as the 1/d² law requires.

Computed results

```
Grid model, hbar = c = k_B = 1 (all numbers dimensionless)
k = 1.0, gap = 0.8, temperature = 0.1, xi_1 = 0.62832
static susceptibilities (2.0, 4.0), resonances (1.0, 1.5)
TE free energy: modes -0.0004393, formula -0.0004393
TE round trip at xi_1: grid 0.002145, formula 0.002145
TE r1 at xi_1: T operator -0.084958, Fresnel -0.084957
TM free energy: modes -0.0068560, formula -0.0068561
TM round trip at xi_1: grid 0.026954, formula 0.026954
TM r1 at xi_1: T operator 0.344852, Fresnel 0.344851
Dilute log det/(area chi^2): real space -0.005717, k space -0.005717
Example: T = 300 K, d = 100 nm, kT = 0.025852 eV
static permittivities (3.0, 5.0), resonances (10.0, 6.0) eV
hbar xi_1 = 0.16243 eV, xi_1 = 2.46779e+14 rad/s
eps1(i xi_1) = 2.999472, eps2(i xi_1) = 4.997071
Point n = 1, k = 1/d: q d = 0.082317, kappa d = 1.003382
  body 1: r_TE = -3.341874e-03, r_TM = 0.497423
  body 2: r_TE = -6.636520e-03, r_TM = 0.662799
  TE round trip = 2.981286e-06, logarithm = -2.981291e-06
  TM round trip = 4.431810e-02, logarithm = -4.533016e-02
static r_TM: 0.500000, 0.666667; Li3(product) = 0.348828
n = 0 term: integral -2.874391, Li3 formula -2.874391 nJ/m^2
n = 1 term: TE -0.033921, TM -5.362526 nJ/m^2
TE sum -5.26379 nJ/m^2, TM sum -45.26592 nJ/m^2
Free energy per area -50.52971 nJ/m^2 = -3.15382e-07 eV/nm^2
Pressure: formula -1.474493 Pa, finite difference -1.474498 Pa
Ideal mirrors: sum -433.3887, zero-T law -433.3753 nJ/m^2
d (nm) | F/A (J/m^2) | TE share (%) | n = 0 share (%)
     10 | -2.30041e-05 | 3.123 | 1.250
    100 | -5.05297e-08 | 10.417 | 5.689
   1000 | -5.66429e-11 | 9.631 | 50.746
  10000 | -2.87440e-13 | 0.000 | 100.000
```
